# Two-level truncation of a double-well dipole in Coulomb and dipole gauge

## Theorem

Atomic units are used, with $\hbar=1$.

**Assumptions.**

(A1) $H_m=p^2/2m+V(x)$ with the local potential $V=V_0(x^2/a_0^2-1)^2$. Its eigenstates $|n\rangle$ are real and alternate in parity, with $\psi_0>0$ even. Write $\omega_{nk}=E_n-E_k$, $f_{nk}=2m\omega_{kn}|x_{nk}|^2$, $\Delta=\omega_{21}$, and choose signs so that $x_{01}>0$.

(A2) One cavity mode of frequency $\omega$ in the long-wavelength limit: $A=A_0X$, $X=a+a^\dagger$, $Y=i(a^\dagger-a)$, $\hat n=a^\dagger a$. The Hamiltonians are

$$H_C=H_m+\omega\hat n-\frac{qA_0}{m}\,pX+DX^2,\qquad D=\frac{q^2A_0^2}{2m},$$
$$H_D=H_m+\omega\hat n+\omega qA_0\,xY+\omega q^2A_0^2x^2 .$$

(A3) $V_0\to\infty$ at fixed $m$, $a_0$, $\eta=qA_0x_{01}$ and $r=\omega/\omega_{10}$. The gap is assumed to obey $\Delta\ge C\sqrt{V_0}$, the scaling of the harmonic frequency $\sqrt{8V_0/ma_0^2}$ of one well; this is not proved here.

$P$ projects on the matter states $|0\rangle,|1\rangle$, $Q=1-P$, and truncation means $H\to PHP$.

**Statement.**

(i) $p_{nk}=im\,\omega_{nk}x_{nk}$.

(ii) Each fixed low transition of $PH_DP$ differs from the exact one by $O(\omega_{10}/\Delta)$ in units of $\omega_{10}$, which tends to zero.

(iii) The second transition of $PH_CP$ tends to $\tilde\omega=\omega_{10}\sqrt{r^2+4r\eta^2/f_{01}}$, which diverges in units of $\omega_{10}$ because $f_{01}\to0$. The exact one is at most $2\omega+\omega\eta^2\langle x^2\rangle_0/x_{01}^2$.

(iv) At order $\eta^2$ each excluded level $k$ contributes to the ground-energy error a Coulomb term $(\omega_{k0}/\omega)^2$ times the dipole term, so at fixed $V_0$, outside the limit (A3), the ranking of the ground-energy errors reverses when $\omega$ exceeds the excluded frequencies that carry the weight.

## Lemmas on the matter system

**Lemma 1 (statement (i) and the sum rule).** $V(x)$ commutes with $x$, and $[x,p^2]=p[x,p]+[x,p]p=2ip$, so $[x,H_m]=ip/m$. The matrix element of the left side is $(E_k-E_n)x_{nk}=-\omega_{nk}x_{nk}$. Hence $ip_{nk}/m=-\omega_{nk}x_{nk}$, and multiplying by $-im$ gives (i). Further, $[x,[H_m,x]]=-i[x,p]/m=1/m$. Inserting a complete set with $\langle k|[H_m,x]|n\rangle=\omega_{kn}x_{kn}$ gives
$$\frac1m=\sum_k\left(x_{nk}\,\omega_{kn}x_{kn}-\omega_{nk}x_{nk}\,x_{kn}\right)=2\sum_k\omega_{kn}|x_{nk}|^2 ,$$
which is the Thomas-Reiche-Kuhn sum rule $\sum_kf_{nk}=1$. Since $f_{10}=-f_{01}$,
$$\sum_{k\ge2}f_{0k}=1-f_{01},\qquad\sum_{k\ge2}f_{1k}=1+f_{01}.\qquad\square$$

*Remark.* For nonlocal $V$ the same steps give $p_{nk}=im(\omega_{nk}x_{nk}-\langle n|[V,x]|k\rangle)$. In the program an attractive separable term $-\lambda|\chi\rangle\langle\chi|$, with $\lambda=0.005$ Ha and $\chi\propto e^{-x^2/2w^2}$ normalized, $w=0.5$ bohr, added to the well of the worked example, violates (i) for the $01$ element by $0.74$, relative to $m\omega_{10}|x_{01}|$ with $\omega_{10}$ and $x_{01}$ taken from the modified well.

**Lemma 2 (the doublet loses the oscillator strength).** $\omega_{10}$ and $f_{01}$ fall at least exponentially in $\sqrt{V_0}$, and $\langle x^2\rangle_n\to a_0^2$ for $n=0,1$.

*Proof.* A Gaussian of variance $\sigma^2$ centred at $a_0$ has kinetic energy $1/8m\sigma^2$. With $\xi=x-a_0$, $V=V_0\xi^2(2a_0+\xi)^2/a_0^4$ averages to $V_0(4a_0^2\sigma^2+3\sigma^4)/a_0^4$. Taking $\sigma^2\propto V_0^{-1/2}$ gives $E_0=O(\sqrt{V_0})$ variationally.

For $\phi=g\psi_0$, expand $\phi'^2=g'^2\psi_0^2+(g^2\psi_0)'\psi_0'$. Integrating the last term by parts gives $-\int g^2\psi_0\psi_0''=-2m\int(V-E_0)\phi^2$, which cancels the potential term, so $\langle\phi|H_m-E_0|\phi\rangle=\frac1{2m}\int g'^2\psi_0^2$. For odd $g$, $\phi$ is orthogonal to $\psi_0$. Take $g=x/b$ for $|x|<b$ and $\pm1$ outside, and let $P_b$ be the probability in $|x|<b$:
$$\omega_{10}\le\frac{P_b}{2mb^2\int g^2\psi_0^2}\le\frac{P_b}{2mb^2(1-P_b)} .$$
Fix $b<c<a_0$ and $\kappa^2=2m(V(c)-E_0)$, so $\kappa\propto\sqrt{V_0}$ asymptotically. $V$ decreases on $(0,a_0)$, so $\psi_0''\ge\kappa^2\psi_0$ on $(0,c)$. With $u=\cosh\kappa x$, $(\psi_0'u-\psi_0u')'=(\psi_0''-\kappa^2\psi_0)u\ge0$, and the bracket vanishes at $x=0$ by parity. Thus $\psi_0/u$ increases and $\psi_0(x)\le\psi_0(c)\cosh\kappa x/\cosh\kappa c$. Up to the inner turning point $x_t$ (which tends to $a_0$) $\psi_0$ is convex with $\psi_0'(0)=0$, hence increasing, and normalization gives $2\psi_0(c)^2(x_t-c)\le1$. Using $\cosh\kappa b\le e^{\kappa b}$ and $\cosh\kappa c\ge e^{\kappa c}/2$,
$$P_b\le\frac{4b}{x_t-c}\,e^{-2\kappa(c-b)} .$$
Next, $\langle V\rangle_n\le E_n$ means $\langle(x^2-a_0^2)^2\rangle_n\le a_0^4E_n/V_0=O(V_0^{-1/2})$, so $\langle x^2\rangle_n\to a_0^2$. Finally $x_{01}^2\le\sum_k|x_{0k}|^2=\langle x^2\rangle_0$ gives $f_{01}\le2m\omega_{10}\langle x^2\rangle_0$. $\square$

**Lemma 3 (the doublet keeps the position strength).** Let $v_n=\sum_{k\ge2}|x_{nk}|^2=\langle x^2\rangle_n-x_{01}^2$, $s^2=\max_nv_n/x_{01}^2$ and $t^2=\|Qx^2P\|^2/x_{01}^4$. Then $s^2,t^2=O(V_0^{-1/2})$.

*Proof.* For $k\ge2$, $\omega_{kn}\ge\Delta$, so $v_n=\sum_{k\ge2}f_{nk}/2m\omega_{kn}\le(1+f_{01})/2m\Delta\to0$ by Lemma 1 and (A3); with Lemma 2, $x_{01}\to a_0$. By parity $PxQxP=\mathrm{diag}(v_0,v_1)$ and $Px^2Qx^2P$ is diagonal. Since $QP=0$, $\|Qx^2|n\rangle\|^2=\|Q(x^2-a_0^2)|n\rangle\|^2\le a_0^4E_n/V_0$. $\square$

## Lemmas on the coupled system

**Lemma 4 (gauge equivalence).** Let $U=e^B$, $B=-iqA_0xX$. Then $[B,p]=-iqA[x,p]=qA$ and $[B,a]=-iqA_0x[a^\dagger,a]=iqA_0x$. Both commute with $B$, so the series $e^BOe^{-B}=O+[B,O]+\dots$ stops: $UpU^\dagger=p+qA$ and $UaU^\dagger=a+iqA_0x$. As $H_C=(p-qA)^2/2m+V+\omega\hat n$,
$$UH_CU^\dagger=H_m+\omega(a^\dagger-iqA_0x)(a+iqA_0x)=H_D .$$
The last term has the form $\omega O^\dagger O$, so $H_D\ge H_m$. $U$ does not commute with $P$, so the truncated models differ. $\square$

**Lemma 5.** If $S=S^\dagger$ acts on matter, $S^2=1$ and $\mu>0$, then $\pm gSX\le\mu\hat n+g^2/\mu$, and likewise for $Y$. Expanding $(a\mp gS/\mu)^\dagger(a\mp gS/\mu)\ge0$ gives $\hat n\mp gSX/\mu+g^2/\mu^2\ge0$. Replacing $a$ by $-ia$ turns $X$ into $Y$. $\square$

## Proof of the theorem

From here energies are measured from the matter ground energy $E_0$. Let $\mathcal E_j$ be the exact levels and $h_j$ those of $h=PH_DP$. Define $\sigma_z=|1\rangle\langle1|-|0\rangle\langle0|$, $\sigma_x=|1\rangle\langle0|+|0\rangle\langle1|$, $\sigma_y=-i|1\rangle\langle0|+i|0\rangle\langle1|$.

**Part (ii).** By parity $PxP=x_{01}\sigma_x$ and $Px^2P=x_{01}^2+\mathrm{diag}(v_n)$, so
$$h=\tfrac{\omega_{10}}2(1+\sigma_z)+\omega\hat n+\omega\eta\,\sigma_xY+\omega\eta^2+\omega\eta^2\,\mathrm{diag}(v_n)/x_{01}^2 .$$
The min-max principle gives $\mathcal E_j\le h_j$. On the span of $|0\rangle\otimes|0\rangle,\dots,|0\rangle\otimes|j\rangle$ (matter, photons) $\sigma_x$ has no matrix elements, so $h_j\le j\omega+\omega\eta^2\langle x^2\rangle_0/x_{01}^2$.

For the lower bound let $W=QH_DP$ and $G=\omega_{20}-\mathcal E_j$, with $G/\Delta\to1$ because $\mathcal E_j=O(\omega_{10})$. Split $\psi=\phi+\chi$ with $\phi=P\psi$. Lemma 4 gives $\langle\chi|H_D|\chi\rangle\ge\omega_{20}\|\chi\|^2$, and completing the square in $\|\chi\|$ gives
$$\langle\psi|H_D-\mathcal E_j|\psi\rangle\ge\langle\phi|h-\mathcal E_j|\phi\rangle+G\|\chi\|^2-2\|\chi\|\|W\phi\|\ge\langle\phi|h-\mathcal E_j|\phi\rangle-\frac{\|W\phi\|^2}{G}.$$
Here $W=\omega qA_0\,QxP\,Y+\omega q^2A_0^2Qx^2P$. With $\|\alpha+\beta\|^2\le2\|\alpha\|^2+2\|\beta\|^2$ and Lemma 3, for normalized $\phi$, $\|W\phi\|^2\le2\omega^2(\eta^2s^2\langle Y^2\rangle+\eta^4t^2)$. From $X^2+Y^2=4\hat n+2$, $Y^2\le4\hat n+2$. Lemma 5 with $\mu=\omega/2$ gives $h\ge\omega\hat n-\frac12\omega\hat n-2\omega\eta^2+\omega\eta^2$, so $\omega\hat n\le2h+2\omega\eta^2$ and $\omega Y^2\le8h+(8\eta^2+2)\omega$.

On the span of the first $j+1$ exact eigenvectors the left side is $\le0$. $P$ is injective there, since $\phi=0$ would give $G\|\chi\|^2\le0$. The image has dimension $j+1$, so by min-max it contains a normalized $\phi$ with $\langle h\rangle\ge h_j$. Once $16\eta^2s^2\omega<G$, the coefficient of $\langle h\rangle$ is positive, and
$$0\le h_j-\mathcal E_j\le\frac{\omega}{G}\Big[16\eta^2s^2h_j+2\eta^2s^2(8\eta^2+2)\,\omega+2\eta^4t^2\omega\Big].$$
A transition error is a difference of two such non-negative numbers, so it obeys the bound for the higher level. The bracket is $O(\omega_{10}V_0^{-1/2})$, which proves (ii). $\square$

*Remark.* The bound grows with $j$ and $\eta$; convergence holds level by level at fixed $\eta$. Since $s^2\to0$, the limit is the quantum Rabi model $H_R$, which is $h$ without the $\mathrm{diag}(v_n)$ term.

**Part (iii).** The exact bound follows from $\mathcal E_2\le h_2$ and $\mathcal E_0\ge0$ (Lemma 4). By (i), $p_{10}=im\omega_{10}x_{01}=-p_{01}$, so $PpP=-m\omega_{10}x_{01}\sigma_y$ and
$$PH_CP=\tfrac{\omega_{10}}2(1+\sigma_z)+\omega\hat n+\eta\omega_{10}\sigma_yX+DX^2,\qquad D=\frac{\eta^2}{2mx_{01}^2}=\frac{\eta^2\omega_{10}}{f_{01}} .$$
The photon part is $\frac\omega4Y^2+\frac{\omega+4D}4X^2-\frac\omega2$. Set $X=\lambda X_b$, $Y=Y_b/\lambda$, which preserves $[X,Y]=2i$, with $\lambda^2=\omega/\tilde\omega$ and $\tilde\omega^2=\omega^2+4D\omega$. Both coefficients become $\tilde\omega/4$, giving $\tilde\omega\,b^\dagger b+(\tilde\omega-\omega)/2$ and the coupling $\tilde g\sigma_yX_b$ with $\tilde g=\eta\omega_{10}\sqrt{\omega/\tilde\omega}$. Lemma 5 with $\mu=\epsilon\tilde\omega$ places $PH_CP$ between two uncoupled operators with photon frequency $(1\pm\epsilon)\tilde\omega$ and shifts $\pm\tilde g^2/\epsilon\tilde\omega$. For $(1-\epsilon)\tilde\omega\ge\omega_{10}$ their third level is the one-photon state, so the second transition $T_2$ obeys $|T_2-\tilde\omega|\le\epsilon\tilde\omega+2\tilde g^2/\epsilon\tilde\omega$. Since $\tilde g/\tilde\omega\to0$ and $\epsilon$ is arbitrary, $T_2/\tilde\omega\to1$. $\square$

**Part (iv).** The coupling connects $|0,0\rangle$ to $|k,1\rangle$ at energy $\omega_{k0}+\omega$, with modulus $qA_0|p_{k0}|/m=qA_0\omega_{k0}|x_{0k}|$ in $H_C$ by (i) and $qA_0\omega|x_{0k}|$ in $H_D$. Using $D=q^2A_0^2\sum_k\omega_{k0}|x_{0k}|^2$ (Lemma 1) and $\langle x^2\rangle_0=\sum_k|x_{0k}|^2$, the order-$\eta^2$ energies are $q^2A_0^2\sum_k|x_{0k}|^2$ times
$$\omega_{k0}-\frac{\omega_{k0}^2}{\omega_{k0}+\omega}=\frac{\omega\,\omega_{k0}}{\omega_{k0}+\omega}=\omega-\frac{\omega^2}{\omega_{k0}+\omega},$$
and the two gauges agree. Projection keeps the positive first-order terms whole and removes the negative terms with $k\ge2$, leaving the errors
$$\delta_C=q^2A_0^2\sum_{k\ge2}\frac{\omega_{k0}^2|x_{0k}|^2}{\omega_{k0}+\omega}\ge D(1-f_{01})\frac{\Delta}{\Delta+\omega},\qquad\delta_D=q^2A_0^2\sum_{k\ge2}\frac{\omega^2|x_{0k}|^2}{\omega_{k0}+\omega}\le\frac{\eta^2\omega^2v_0}{\Delta\,x_{01}^2}.$$
The bounds use $\omega_{k0}\ge\Delta$ and the growth of $y/(y+\omega)$ with $y$. The termwise ratio is $(\omega_{k0}/\omega)^2$. $\square$

## Remarks

**What the Coulomb projection discards.** For $\omega\ll\Delta$, treat $A$ as static while eliminating $k\ge2$ at second order. By (i), level $n$ shifts by $-(qA/m)^2\sum_{k\ge2}|p_{nk}|^2/\omega_{kn}=-DX^2\sum_{k\ge2}f_{nk}$, and the $01$ element vanishes by parity. Lemma 1 leaves $+Df_{01}X^2$ for $n=0$ and $-Df_{01}X^2$ for $n=1$, that is $-\eta^2\omega_{10}\sigma_zX^2$. Treating $A$ as static neglects a correction of size $D\omega/\Delta=\eta^2\omega/2mx_{01}^2\Delta\to0$ in units of $\omega$. Higher orders in $\eta X$ do not vanish in this limit (see the next remark), so the quadratic form is a small-$\eta$ result: for $\sigma_z=+1$ the coefficient of $X^2$ is $\omega/4-\eta^2\omega_{10}$, and the model stopped at this order is unbounded below for $4\eta^2>r$. The excluded levels thus cancel almost all of $DX^2$.

**A consistent two-level Coulomb model.** With $U_P=e^{-i\eta\sigma_xX}$, Lemma 4 with $qA_0x\to\eta\sigma_x$ gives $U_P\,\omega\hat n\,U_P^\dagger=\omega\hat n+\omega\eta\sigma_xY+\omega\eta^2$. Since $\sigma_x$ anticommutes with $\sigma_z$ and $i\sigma_x\sigma_z=\sigma_y$, $e^{i\theta\sigma_x}\sigma_ze^{-i\theta\sigma_x}=e^{2i\theta\sigma_x}\sigma_z=\sigma_z\cos2\theta+\sigma_y\sin2\theta$. Hence
$$U_P^\dagger H_RU_P=\tfrac{\omega_{10}}2+\omega\hat n+\tfrac{\omega_{10}}2\left[\sigma_z\cos2\eta X+\sigma_y\sin2\eta X\right].$$
Its expansion reproduces $\eta\omega_{10}\sigma_yX$ and $-\eta^2\omega_{10}\sigma_zX^2$. The failure in (iii) therefore belongs to the projection $PH_CP$ and not to the gauge. Stopping at second order drops $-\frac23\eta^3\omega_{10}\sigma_yX^3$; as $\langle1|X^3|0\rangle=1+2=3$, the resonant polaritons move by about $2\eta^3\omega_{10}$. A state-independent $+\eta^2\omega_{10}X^2$ misplaces $|1,0\rangle$ by $2\eta^2\omega_{10}$, which the two polaritons share equally. At $\eta=0.05$ the estimates are $2.5\times10^{-4}$ and $2.5\times10^{-3}$; the computed errors relative to $\omega_{10}$ are $2.6\times10^{-4}$ and $2.6\times10^{-3}$.

## Worked example

The model parameters are $m=2000\,m_e$, $q=e$, $a_0=1$ bohr, $V_0=0.01$ Ha, $\omega=\omega_{10}$, $\eta=0.5$. They are chosen to display the theorem and do not describe a realizable cavity: this $\eta$ for one charge $e$ needs a mode volume $2\pi/\omega A_0^2\approx340$ nm$^3$ at a wavelength of $4.7$ mm. The grid gives $\omega_{10}=9.6259\times10^{-6}$ Ha ($2.113$ cm$^{-1}$), $\Delta=5.0872\times10^{-3}$ Ha, $\omega_{30}=5.5374\times10^{-3}$ Ha, $|x_{01}|=0.93135$ bohr and $|x_{03}|=0.20321$ bohr.

By (i), $|p_{01}|=2000\times9.6259\times10^{-6}\times0.93135=0.017930$ and $|p_{03}|=2000\times5.5374\times10^{-3}\times0.20321=2.2505$ bohr$^{-1}$, matching the grid derivative. The order of size is reversed between $x$ and $p$. The doublet holds $0.953$ of $\langle x^2\rangle_0$, but $f_{01}=4000\times9.6259\times10^{-6}\times0.86741=0.03340$, against $f_{03}=0.915$.

Then $qA_0=0.5/0.93135=0.53686$ bohr$^{-1}$, $D=0.53686^2/4000=7.205\times10^{-5}$ Ha $=7.485\,\omega_{10}$, and $\tilde\omega/\omega_{10}=\sqrt{1+4\times7.4855}=5.5625$. Transitions in units of $\omega_{10}$:

| model | first | second | third |
|---|---|---|---|
| exact, both gauges | 0.51382 | 1.32910 | 1.45955 |
| $PH_DP$ | 0.51382 | 1.32914 | 1.45959 |
| Rabi | 0.51327 | 1.32869 | 1.45860 |
| $PH_CP$ | 0.99700 | 5.56553 | 6.55655 |

The second transition is $2.808$ cm$^{-1}$ exactly and in $PH_DP$, and $11.76$ cm$^{-1}$ in $PH_CP$. The Coulomb row follows from second order in $\tilde g^2/\omega_{10}^2=0.25/5.5625=0.04494$. The state $|0,0\rangle$ shifts by $-\tilde g^2/(\tilde\omega+\omega_{10})$, $|1,0\rangle$ by $-\tilde g^2/(\tilde\omega-\omega_{10})$, and $|0,1\rangle$ by $\tilde g^2/(\tilde\omega-\omega_{10})-2\tilde g^2/(\tilde\omega+\omega_{10})$. The first two transitions move by $\mp0.04494\,(1/4.5625-1/6.5625)=\mp0.0030$, to $0.9970$ and $5.5655$.

For the bound in (ii), $s^2=(0.91524-0.86741)/0.86741=0.055$, $t^2\le0.303/0.752=0.40$ with $E_1/V_0=0.303$ ($E_1$ measured from the bottom of the well, as in Lemma 3), and $h_2\le(2+0.25/0.953)\,\omega=2.26\,\omega$. The bracket is at most $(0.50+0.11+0.05)\,\omega$, and $\omega/G\approx1.9\times10^{-3}$ gives the bound $1.3\times10^{-3}\omega_{10}$ for the first two transitions. The largest actual error among all three tabulated transitions is $4.3\times10^{-5}\omega_{10}$, so the bound is loose. The Rabi model errs more, $9.5\times10^{-4}\omega_{10}$. It omits the doublet shift $\omega\eta^2(v_1-v_0)/x_{01}^2=0.25\times0.005366/0.86741\;\omega=1.5\times10^{-3}\omega_{10}$, which is of that size.

From $V_0=0.005$ to $0.02$ Ha, $f_{01}$ falls from $0.20$ to $1.9\times10^{-3}$. The dipole error falls from $6.8\times10^{-4}$ to $1.0\times10^{-6}$ and the Coulomb error rises from $1.9$ to $22.7$, in units of $\omega_{10}$. The dipole error divided by $\omega_{10}/\Delta$ drops from $0.0321$ to $0.0158$, a factor $2.0$ for a fourfold $V_0$, so it falls faster than $\omega_{10}/\Delta$, as the bound requires asymptotically. The closeness of $2.0$ to $\sqrt4$ is not a test of the $V_0^{-1/2}$ law: over this range $\Delta$ itself grows by a factor $2.7$ (from $2.9\times10^{-3}$ to $8.0\times10^{-3}$ Ha), so the asymptotic scaling is not yet reached.

At $\eta=0.01$ and $\omega=\omega_{10}$, $\delta_C/\delta_D=2.781\times10^{-8}/8.065\times10^{-14}=3.4\times10^5$, close to $(\omega_{30}/\omega_{10})^2=3.3\times10^5$. The excluded weight in the Coulomb ground state is only $4.9\times10^{-6}$, but multiplied by $\omega_{30}$ it is $2.7\times10^{-8}$ Ha, nearly all of $\delta_C$: a small admixture matters because it is weighted by the large gap. Diagonalization gives $2.773\times10^{-8}$ Ha, lower than $\delta_C$ by $8\times10^{-11}$ Ha. The fourth-order term of $(\tilde\omega-\omega)/2=D-D^2/\omega+\dots$, with $D=2.88\times10^{-8}$ Ha at this $\eta$, is $-8.6\times10^{-11}$ Ha and accounts for most of this. At $\omega=5\omega_{30}$ the order reverses: $\delta_D=1.125\times10^{-7}$ Ha and $\delta_C=4.82\times10^{-9}$ Ha, a ratio $23$ near the $k=3$ value $25$.

Both gauges converge with more matter levels. At $\eta=0.5$ the Coulomb transition error is $1.8$, $0.23$, $0.018$ and $8\times10^{-5}$ in units of $\omega_{10}$ for 4, 6, 8 and 12 levels, so the dipole two-level accuracy is passed only between 12 and 16 levels. The numerical check below asserts (i), the sum rules, the bounds on $\omega_{10}$, $f_{01}$ and $\psi_0$ in Lemma 2, gauge equivalence, the errors in (iv) and the trends along the family.

## Values computed for the example and the checks

```
m = 2000 m_e, q = 1 e, a = 1.0 bohr, V0 = 0.01 Ha, eta = 0.5, w = w10
grid step 0.02 bohr, half-width 4.0 bohr, matter levels 30, photon states 30
E0 = 3.018193e-03 Ha, w10 = 9.625851e-06 Ha = 2.1126 cm^-1
gap w21 = 5.087160e-03 Ha, w30 = 5.537401e-03 Ha, w10/gap = 1.8922e-03
|x01| = 0.931346 bohr, |x03| = 0.203208 bohr
|p01| grid = 0.01793000, m w10 |x01| = 0.01793000 1/bohr
|p03| grid = 2.25048751, m w30 |x03| = 2.25048751 1/bohr
<x^2>_0 = 0.909871, <x^2>_1 = 0.915237 bohr^2, x01^2/<x^2>_0 = 0.95333
f01 = 0.033398, f03 = 0.914634, f05 = 0.050280
sum_k>=2 f0k = 0.966602, sum_k>=2 f1k = 1.033398
nonlocal control (0.005 Ha, width 0.5 bohr): relative violation for 01 = 0.7416
q A0 = 0.536857 1/bohr, D = 7.205394e-05 Ha, D/w10 = 7.48546, wtilde/w10 = 5.56254
weak coupling eta = 0.01: ground-energy truncation errors in Ha (diag, formula)
 w = w10: Coulomb 2.7730e-08 2.7812e-08; dipole 8.0667e-14 8.0654e-14
   excluded weight: Coulomb 4.8787e-06, dipole 1.4441e-11
 w = 20 w10: Coulomb 2.6944e-08 2.6948e-08; dipole 3.1240e-11 3.1239e-11
   excluded weight: Coulomb 4.5766e-06, dipole 5.4142e-09
 w = 5 w30: Coulomb 4.8230e-09 4.8230e-09; dipole 1.1251e-07 1.1251e-07
   excluded weight: Coulomb 1.4328e-07, dipole 3.3750e-06
eta = 0.05: polariton error/w10, -sz X^2 term 2.626e-04, +X^2 term 2.610e-03
family, eta = 0.5, w = w10, b = 0.25 bohr; err = max of three transitions, in w10
 V0/Ha  w10/Ha  bound/Ha  w10/gap  f01  errD  errD*gap/w10  errRabi  errC  wtilde/w10
 0.005 6.256e-05 9.552e-05 2.131e-02 1.9974e-01 6.845e-04 0.0321 8.422e-03 1.9075 2.4508
 0.0075 2.337e-05 3.280e-05 5.745e-03 7.8795e-02 1.490e-04 0.0259 2.626e-03 3.2179 3.7002
 0.01 9.626e-06 1.343e-05 1.892e-03 3.3398e-02 4.289e-05 0.0227 9.457e-04 5.0970 5.5625
 0.015 2.019e-06 3.149e-06 3.001e-04 7.2249e-03 5.540e-06 0.0185 1.634e-04 11.3478 11.8072
 0.02 5.153e-07 9.713e-07 6.428e-05 1.8757e-03 1.013e-06 0.0158 3.627e-05 22.6526 23.1113
worked example, three lowest transitions in units of w10
 exact dipole: 0.51382 1.32910 1.45955
 exact Coulomb: 0.51382 1.32910 1.45955
 two-level dipole: 0.51382 1.32914 1.45959
 Rabi: 0.51327 1.32869 1.45860
 two-level Coulomb: 0.99700 5.56553 6.55655
 second transition: exact 2.8079, two-level dipole 2.8080, two-level Coulomb 11.7579 cm^-1
levels N: ground error/w10 (C, D); max transition error/w10 (C, D)
 N = 2: 2.145e+00 2.819e-05; 5.097e+00 4.289e-05
 N = 4: 3.688e-01 1.935e-06; 1.848e+00 1.519e-06
 N = 6: 8.652e-02 1.460e-07; 2.250e-01 1.125e-07
 N = 8: 4.968e-03 3.855e-09; 1.764e-02 2.546e-09
 N = 12: 3.779e-06 7.152e-13; 8.193e-05 3.888e-13
 N = 16: 2.474e-09 8.800e-17; 4.054e-08 1.110e-15
```
